Steady Exciton Accumulation in a Slowly Varying Strain Trap

**1. Definitions and conventions**

A monolayer semiconductor occupies a flat, connected region of finite area A. Its excitons have areal density n(r), diffusivity D(r) and a uniform lifetime τ. A steady pump creates G(r) excitons per unit area and time. The lattice has uniform temperature T, and β = 1/(kT). Lengths are in nm, times in ns and energies in meV, since atomic units are unnatural on these scales.

Equal biaxial strain ε(r) shifts the exciton energy by

u(r) = −aε(r), a > 0. (1)

In this single-level model tension lowers the energy, so excitons are pushed towards the most stretched place. A local energy is meaningful if strain varies little over the exciton size, the thermal wavelength and the mean free path. The gas is taken to be dilute: excitons neither interact nor fill an appreciable part of their quantum states.

No exciton crosses the edge. This describes an isolated flake. It also describes the mean density in one cell of a regular array of equal traps under equal pumping, if the cell boundaries are mirror lines of the array, so that no net current crosses them at any point.

**2. The current**

Diffusion carries excitons down the density gradient. The force −∇u gives them a mean velocity −μ∇u, where μ is velocity per unit force. The number current is

J = −D∇n − μn∇u. (2)

The mobility follows from thermal equilibrium. Without pump or recombination, a dilute gas has n ∝ e^(−βu), hence ∇n = −βn∇u, and its current vanishes everywhere. Equation (2) then gives

0 = (βD − μ)n∇u, so μ = βD. (3)

If D varies in space, the diffusion term must keep the form −D∇n. Writing it as −∇(Dn) would add −n∇D, which the drift term would have to cancel to preserve equilibrium.

Since ∇(n e^(βu)) = e^(βu)(∇n + βn∇u), the current becomes

J = −D e^(−βu) ∇(n e^(βu)). (4)

It is driven by the departure of n e^(βu) from a constant.

**3. Steady balance**

In a steady state, outflow and recombination balance the pump: ∇·J + n/τ = G. With (4),

∇·[D e^(−βu) ∇(n e^(βu))] − n/τ + G = 0. (5)

Integrate over the region. The divergence becomes the flux through the edge, which is zero, so the exciton number N is

N = ∫n dA = τ∫G dA. (6)

The trap rearranges excitons but does not change their number while τ is uniform. Define the normalized pump and the Boltzmann distribution:

g = G/∫G dA = τG/N, p = e^(−βu)/Z, Z = ∫e^(−βu) dA. (7)

Now write n = Npf, where f measures the departure from equilibrium. Then n e^(βu) = Nf/Z and e^(−βu) = Zp. Substituting in (5), using G = Ng/τ and dividing by N gives

∇·(Dp∇f) = (pf − g)/τ. (8)

If τ → ∞ at fixed N and g, the right side tends to zero and f should tend to a constant. Because ∫pf dA = 1, that constant is 1. The relaxation modes make this precise and show how long τ must be.

**4. Relaxation modes and the meaning of slow**

Let f_k satisfy

−∇·(Dp∇f_k) = λ_k p f_k, (9)

with zero normal gradient at the edge. Multiply by f_j and integrate by parts; the edge term vanishes:

∫Dp ∇f_j·∇f_k dA = λ_k ∫p f_j f_k dA. (10)

The left side is unchanged when j and k are exchanged. Subtracting the exchanged equation gives (λ_k − λ_j)∫p f_j f_k dA = 0. Modes with different rates are therefore orthogonal with weight p, and those with equal rates can be chosen orthogonal. Normalize them by ∫p f_k² dA = 1.

Setting j = k in (10) shows that λ_k ≥ 0. A zero rate requires ∇f_k = 0, so in a connected region the one zero mode is f_0 = 1. For a bounded region with a regular edge, and D and p bounded above and away from zero, the modes are complete and the other rates start at some λ₁ > 0. Without pump or recombination, a disturbance p f_k decays as e^(−λ_k t), so these are the rates of redistribution.

Expand f = Σ a_k f_k. Multiply (8) by f_k and integrate by parts twice on the left:

−λ_k a_k = (a_k − c_k)/τ, c_k = ∫g f_k dA. (11)

Solving for a_k gives

n/N = p Σ c_k f_k/(1 + λ_k τ). (12)

The zero mode has c_0 = ∫g dA = 1 and contributes p. Each other mode is reduced by its factor 1/(1 + λ_kτ). This factor is also the average of e^(−λ_k t) over the exponential distribution of exciton ages, e^(−t/τ)/τ. Excitons remember where they were created if they recombine before redistribution is complete.

To bound the memory, define

‖h‖² = ∫h²/p dA. (13)

For h = n/N − p this is the mean square relative deviation from equilibrium, weighted by p. By (12) and orthogonality,

‖n/N − p‖² = Σ_(k≥1) c_k²/(1 + λ_kτ)². (14)

The coefficients of g/p are ∫p f_k(g/p) dA = c_k, so ‖g − p‖² = Σ_(k≥1) c_k². Replacing every λ_k in (14) by the smallest, λ₁, cannot decrease the sum. Therefore

‖n/N − p‖ ≤ ‖g − p‖/(1 + λ₁τ). (15)

For any pump with finite ‖g − p‖, the right side vanishes as τ → ∞. This recovers

n → N e^(−βu)/Z, (16)

in the sense of the norm (13). By (15), the limit is secured when λ₁τ is large compared with both 1 and ‖g − p‖; this condition is sufficient, not always necessary. D affects the approach but is absent from the limit. As a test, D was made to rise threefold from the centre to the edge of the disk treated below; at a lifetime of 10⁵ ns the numerical density still agreed with (16) to better than 3 parts in 10⁴.

If the region is a disk and the trap, D and the pump are all axisymmetric, the c_k of all modes with angular dependence vanish, and λ₁ in (15) may be taken as the lowest nonzero axisymmetric rate. An off-centre pump can excite modes with angular dependence, whose rates may be smaller.

**5. Filling time of the centre**

The bound concerns the whole profile. For the centre of an axisymmetric trap in a disk of radius R, the first correction can be found explicitly. For long τ put f = 1 + f⁽¹⁾/τ + O(τ⁻²) in (8). At order 1/τ,

(1/r) d/dr[r D p df⁽¹⁾/dr] = p − g. (17)

Multiply by 2πr and integrate from 0 to r:

2πrDp df⁽¹⁾/dr = F(r), F(r) = ∫₀^r (p − g)2πr′ dr′. (18)

F is the equilibrium fraction inside r minus the pumped fraction there. It vanishes at R, as the closed edge requires.

The condition ∫pf dA = 1 gives ∫p f⁽¹⁾ dA = 0. Write f⁽¹⁾(r) as f⁽¹⁾(0) plus the integral of its derivative, and exchange the order of integration. The derivative at r then contributes to all points farther out, whose equilibrium fraction is P_out(r):

f⁽¹⁾(0) + ∫₀^R P_out (df⁽¹⁾/dr) dr = 0. (19)

Using (18),

n(0)/[Np(0)] = 1 − t_fill/τ + O(τ⁻²), t_fill = ∫₀^R F P_out/(2πrDp) dr. (20)

For a uniform pump and a trap deepening towards the centre, F > 0 between centre and edge, so t_fill > 0 and the centre is underfilled. The integrand includes transport through the surrounding region, not merely motion at the trap bottom.

The same integration at any τ gives the inward current through a circle of radius r:

I_in(r) = (N/τ)[fraction of excitons inside r − fraction of pump inside r]. (21)

The current replaces excitons that recombine inside faster than they are created there. At fixed N it falls as 1/τ in the slow limit, which is why a pumped steady state can approach equilibrium.

**6. Gaussian trap under a uniform pump**

Take

u(r) = −U exp(−r²/2s²), b = U/(kT), R ≫ s. (22)

Expand e^(−βu) in powers of b. The k-th Gaussian, exp(−kr²/2s²), integrates to 2πs²/k when the edge is far away. Hence

Z = A + 2πs² Σ_(k≥1) b^k/(k·k!). (23)

The sum equals ∫₀^b (e^t − 1)/t dt = Ei(b) − γ_E − ln b, where Ei is the exponential integral and γ_E is Euler's constant. Since N = GτA, the Boltzmann accumulation at the centre is Ap(0):

n(0)/(Gτ) → e^b/{1 + (2πs²/A)[Ei(b) − γ_E − ln b]}. (24)

This is below e^b, because filling the trap depletes the rest of a finite region.

Enlarging A brings (24) closer to e^b but slows the approach. By (10), λ₁ is the minimum of ∫Dp|∇f|² dA/∫pf² dA over functions with ∫pf dA = 0. For a large disk with a fixed trap, a smooth trial function of r/R, with its p-average subtracted, gives a quotient proportional to D/R². The relaxation time therefore grows at least as R²/D. The centre is less sensitive: its filling time (20) grows only logarithmically at large R. With the trap of section 8, t_fill rises from 0.65 ns at R = 1 µm to 3.8 ns at R = 10 µm, while the axisymmetric 1/λ₁ rises from 1.1 to 69 ns; at τ = 10 ns the centre of the larger disk still holds 84% of its Boltzmann density. In an infinite plane with a localized trap, Z diverges and (16) has no normalized meaning.

For short lifetimes and constant D, solve (5) away from the edge by iteration. Start with n = Gτ and insert it in the transport term:

n = Gτ[1 + βDτ∇²u + O(τ²)]. (25)

Near the centre u ≈ −U + Ur²/(2s²), whose Laplacian in two dimensions is 2U/s². Thus

n(0)/(Gτ) = 1 + 2Dbτ/s² + O(τ²). (26)

In this limit the profile follows the curvature of the energy, not its Boltzmann factor.

**7. Harmonic trap**

The potential u = κr²/2 shows the whole passage between the limits. Let D be constant and the edge density negligible. Multiply (5) by r² and integrate. Two integrations by parts with ∇²r² = 4 turn the diffusion term into 4DN. One integration turns the drift term into −2βDκN⟨r²⟩. With ⟨r²⟩_G the mean over the pump,

4D − 2βDκ⟨r²⟩ − ⟨r²⟩/τ + ⟨r²⟩_G/τ = 0, (27)

⟨r²⟩ = (⟨r²⟩_G + 4Dτ)/(1 + 2βDκτ). (28)

Short τ gives the pump size; long τ gives the thermal value 2kT/κ. The rate 2βDκ governs radial relaxation.

For D = 10⁵ nm²/ns, √(kT/κ) = 100 nm, τ = 0.1 ns and a uniform pump spot of radius 400 nm, ⟨r²⟩_G = 400²/2 = 80 000 nm² and βDκ = 10⁵/100² = 10 ns⁻¹. Equation (28) gives (80 000 + 40 000)/3 = 40 000 nm². Direct numerical solution of the drift–diffusion balance gives 39 998 nm².

**8. Worked example**

Let the peak strain be 0.5% and the shift 100 meV per percent, so U = 50 meV. At 300 K, kT = 25.85 meV and b = 1.934. Take s = 200 nm, R = 1000 nm, D = 1 cm²/s = 10⁵ nm²/ns and a uniform pump.

The disk area is 3.142 × 10⁶ nm² and Z = 4.016 × 10⁶ nm². The Boltzmann accumulation is 6.918 × 3.142/4.016 = 5.41, with 14.7% of the excitons inside r = s. Without a trap that fraction would be 4.0%.

Three times describe the approach. Expanding (22) gives κ = U/s² at the bottom, so the radial time there is s²/(2Db) = 0.103 ns. The filling time (20) is 0.648 ns. The slowest axisymmetric mode has λ₁ = 0.924 ns⁻¹, or 1.08 ns. Axisymmetric redistribution over the disk takes about ten times as long as relaxation at the bottom. The slowest mode with angular dependence, which a uniform pump does not excite, is slower still: 0.435 ns⁻¹, or 2.30 ns.

The lifetime is now varied with the mean density held fixed. "Apparent depth" means kT ln[n(0)/n(R)], the depth inferred by assuming equilibrium.

τ = 0.1 ns: n(0)/(Gτ) = 1.74; apparent depth 14.4 meV.
τ = 1 ns: n(0)/(Gτ) = 3.63; apparent depth 35.3 meV.
τ = 10 ns: n(0)/(Gτ) = 5.09; apparent depth 47.5 meV.
τ = 100 ns: n(0)/(Gτ) = 5.38; apparent depth 49.7 meV.

At 1 ns the lifetime is about ten bottom relaxation times, yet the centre holds 67% of its Boltzmann density. Fast relaxation at the bottom does not ensure equilibrium with the surroundings. The deviation norm is 0.185, below the bound of 0.199 from (15). At 0.1 ns, the linear law (26) would give 1 + 9.67 × 0.1 = 1.97, already above the computed 1.74.

A separate random walk followed 30 000 excitons with a mean lifetime of 1 ns from uniformly distributed starting points. At recombination, a fraction 0.1002 ± 0.0017 lay inside r = s, against 0.1019 from the density equation. With a mean density of 3 × 10⁸ cm⁻², the disk holds 9.42 excitons. By (21), the inward current at r = s is 9.42 × (0.1019 − 0.0400)/1 ns = 0.58 excitons per ns.

**9. Comparison with a real monolayer**

These parameters are rough values for monolayer tungsten disulfide at room temperature; diffusivity and lifetime vary strongly between samples. The 100 ns entry is a limit of the linear model, far from a typical lifetime of this material. Real samples break the assumption of independent excitons. With a rough annihilation loss k_A n², k_A = 0.1 cm²/s, the central density at 1 ns falls by 5.5% for the same pump. Strain may also alter transport: a diffusivity 20% lower at the centre, recovering over the trap width, reduces the central density by 2.1%. Tungsten monolayers also have optically dark exciton states, which a single density, lifetime and energy shift do not resolve. The shift used here is that of the bright exciton. Momentum-dark excitons with the electron in the Λ valley lie near or below it and shift upward under tension, so they can weaken or even reverse the effective trap, and motion away from strained regions has been reported in tungsten disulfide. The accumulations above therefore describe the single-level model, not a prediction for this material.

Lengthening τ at fixed density does not by itself secure the Boltzmann limit. Annihilation is weak when k_A n(0)τ ≪ 1. At 100 ns and the same mean density, the linear profile makes this product 16. Most excitons then end by annihilation, and the relation N = τ∫G dA in (6) fails. The shape of the profile suffers less, because redistribution is still faster than annihilation: if the pump is raised to keep the mean density unchanged, the centre holds about 5.0 times that mean, instead of 5.38. This remaining deviation does not vanish when τ is lengthened further at the same mean density. Lowering the density helps, but favours dissociation into electrons and holes. If many pairs share a large area, as in an extended array of cells, and a fraction α of them is ionized in equilibrium at total pair density n_pair,

α²/(1 − α) = K/n_pair, K = [m_r kT/(2πħ²)] e^(−E_b/kT), (29)

where m_r is the reduced mass and E_b the binding energy. One bound level is kept, and spin and valley factors cancel if all pair combinations bind equally. For electron and hole masses of 0.35 electron masses and E_b = 350 meV, α = 6.2% at 3 × 10⁸ cm⁻², so K ≈ 1.2 × 10⁶ cm⁻². Making k_A n(0)τ = 0.1 at 100 ns requires n(0) = 10⁷ cm⁻², or a mean of about 1.9 × 10⁶ cm⁻². At that mean density, (29) puts roughly half the pairs of an extended array in the ionized state. It does not apply to an isolated disk, which would hold only about 0.06 pairs on average. For a lone pair there, neglecting the trap, the ratio of free to bound statistical weight is KA ≈ 0.04, so the pair is mostly bound. Whether ionization reaches equilibrium within the lifetime is a separate kinetic question.

Two other effects, degeneracy and confinement, are small at 1 ns. The degeneracy measure n(0)λ_T², with λ_T the thermal wavelength, is 3 × 10⁻⁴, and the confinement quantum at the trap bottom is 0.37 meV, about 1.4% of kT. The mean free path inferred from D is 1.6 nm, far below s but also below λ_T = 5.1 nm. A picture of classical free flight between collisions is therefore doubtful. Equation (2) must rest on local diffusion with a given D and on the equilibrium condition (3), not on that picture.

The numerical output lists the remaining values.

Computed values

```
Temperature: 300 K; kT: 25.852 meV
Peak strain: 0.50 %
Energy shift: 100 meV per percent
Trap depth U: 50.0 meV; U/kT: 1.9341
Gaussian width s: 200 nm; disk radius R: 1000 nm
Diffusivity: 1.00 cm2/s = 1.000e+05 nm2/ns
Example lifetime: 1.00 ns
Diffusion length sqrt(D tau): 316.2 nm
Mean density: 3.00e+08 cm^-2; number: 9.42
Disk area: 3.1416e+06 nm2; partition area Z: 4.0157e+06 nm2
exp(U/kT): 6.9177
Boltzmann central accumulation: 5.4120
Boltzmann fraction inside s: 0.1469
Fraction inside s without trap: 0.0400
Slowest axisymmetric rate: 0.9236 1/ns
Its relaxation time: 1.0827 ns
Trap-bottom radial time s2/(2Db): 0.1034 ns
Filling time, quadrature: 0.6478 ns
Filling time, solver at 200 ns: 0.6433 ns
tau 0.1 ns: central accumulation 1.7410, ratio to Boltzmann 0.3217
  fraction inside s 0.0568, apparent depth 14.39 meV
tau 1.0 ns: central accumulation 3.6284, ratio to Boltzmann 0.6704
  fraction inside s 0.1019, apparent depth 35.31 meV
tau 10.0 ns: central accumulation 5.0934, ratio to Boltzmann 0.9411
  fraction inside s 0.1388, apparent depth 47.51 meV
tau 100.0 ns: central accumulation 5.3773, ratio to Boltzmann 0.9936
  fraction inside s 0.1460, apparent depth 49.73 meV
Deviation norm at 1 ns: 0.1850; bound 0.1988
Largest relative Boltzmann error at 1e5 ns: 7.6e-06
Largest relative mode-series error: 1.2e-05
Random-walk fraction: 0.1002 +/- 0.0017
Short-time growth: formula 9.6704 1/ns, solver 9.6698 1/ns
Harmonic test: equilibrium sigma 100 nm, spot radius 400 nm, tau 0.1 ns
Harmonic <r2>: formula 40000.0, solver 39998.4 nm2
Central density at 1 ns: 1.089e+09 cm^-2
Annihilation coefficient: 0.10 cm2/s
Annihilation changes centre by -5.53 %
k_A n(0) tau at 100 ns, same mean density: 16.13
20 % lower D at trap centre changes centre by -2.08 %
Electron and hole masses: 0.35, 0.35 m_e
Binding energy: 0.35 eV
Equilibrium ionised fraction at mean density: 6.24 %
Thermal wavelength: 5.14 nm; free path: 1.56 nm
Degeneracy n(0) lambda2: 2.88e-04
Confinement quantum: 0.369 meV; over kT: 0.0143
```
